Siloxane Links per Site in a Randomly Condensed Silsesquioxane Network

Methylsilsesquioxane, a base material for low-permittivity interlayer films, is built from silicon sites that carry one methyl group and three oxygen arms. The methyl group does not react. An arm is either free, ending in a silanol group Si–OH, or condensed, forming half of a siloxane link Si–O–Si. Two free arms condense by

Si–OH + HO–Si → Si–O–Si + H₂O.

A site with n links is called a Tₙ site, with n = 0, 1, 2 or 3. The same symbol Tₙ denotes the number fraction of such sites, so that T₀ + T₁ + T₂ + T₃ = 1. Free silanols are polar and bind water, which raises the permittivity of the film. It is therefore useful to know how many remain and on which sites they sit.

Consider N sites that start with all arms free, and let L links have formed. Hydrolysis is taken as complete, so every unreacted arm is a silanol. Let p be the fraction of all arms that are condensed, and q = 1 − p.

**(a) Express p through N and L, and find the mean number of links per site. Does the answer depend on the mechanism?**

There are 3N arms, and each link uses two of them, so

p = 2L/(3N).

The condensed arms can also be counted site by site. A Tₙ site has n of them, and there are N Tₙ such sites:

N (T₁ + 2T₂ + 3T₃) = 2L = 3Np.

Division by N gives the mean

⟨n⟩ = T₁ + 2T₂ + 3T₃ = 3p.

This is pure counting and holds for any mechanism. It is one equation for the fractions, however, and does not fix them. At p = 2/3, for example, all sites could be T₂, or two thirds could be T₃ and one third T₀. A statement about reactivity is needed.

**(b) Assume equal reactivity: at every step, each pair of free arms is equally likely to condense next, whatever has already happened on their sites. Find the probability P(n) that a given site has n links, for finite N.**

Two arms of the same site are allowed to pair for the moment, and such a self-link adds two to n, one for each arm. Part (c) deals with this unphysical event.

When F arms are free there are F(F − 1)/2 possible pairs, each chosen with probability 2/[F(F − 1)]. Every step lowers F by two, whichever pair is chosen. A sequence of L steps therefore has a probability that depends on N and L but not on the pairs chosen. A final set of L pairs can be reached in L! orders, so all final sets of pairs are equally likely.

Now ask which 2L arms are condensed, ignoring who is joined to whom. Any chosen set of 2L arms can be paired in (2L)!/(2ᴸ L!) ways, the same number for each set. Hence all C(3N, 2L) sets of condensed arms are equally likely, where C(a, b) is the binomial coefficient.

For our site to have n links, n of its three arms must be in the set, which can happen in C(3, n) ways. The other 2L − n condensed arms come from the 3N − 3 arms elsewhere. Therefore

P(n) = C(3, n) C(3N − 3, 2L − n) / C(3N, 2L).

Take N = 4 and L = 4, so that C(12, 8) = 495:

P(0) = 1 × 9/495 = 1/55
P(1) = 3 × 36/495 = 12/55
P(2) = 3 × 84/495 = 28/55
P(3) = 1 × 126/495 = 14/55.

An explicit listing of all 51975 ways to form four pairs from twelve arms gives the same four fractions.

**(c) Let N grow at fixed p, with 0 < p < 1. Find the limit of P(n), and show in what sense the arms become independent.**

Write A = 3N for the number of arms and M = 2L = pA for the condensed ones. One particular pattern with n condensed arms on the site has probability

C(A − 3, M − n)/C(A, M) = [(A − 3)!/A!] × [M!/(M − n)!] × [(A − M)!/(A − M − 3 + n)!].

The first bracket is 1/[A(A − 1)(A − 2)]. The second is a product of n factors M, M − 1, and so on. The third is a product of 3 − n factors A − M, A − M − 1, and so on. There are thus three factors above and three below. Divide each by A. Those below tend to 1, those from the second bracket to M/A = p, and those from the third to (A − M)/A = q. The pattern has the limiting probability pⁿ q³⁻ⁿ, and C(3, n) patterns have n links:

Tₙ = C(3, n) pⁿ q³⁻ⁿ,

or, written out,

T₀ = q³, T₁ = 3pq², T₂ = 3p²q, T₃ = p³.

This is the binomial distribution for three independent trials. In a finite sample the arms are not quite independent, because a fixed number of them is condensed. The probability that two given arms are both condensed is M(M − 1)/[A(A − 1)] = p(pA − 1)/(A − 1). Subtracting the independent value p² gives

p[(pA − 1) − p(A − 1)]/(A − 1) = p(p − 1)/(A − 1) = −pq/(3N − 1).

The minus sign has a simple meaning: if one arm is condensed, fewer condensations are left for the others. This difference, the covariance of the two arms, vanishes as 1/N.

It remains to remove links between two arms of one site. There are 3N same-site pairs, and by symmetry any given pair is linked with probability L/[3N(3N − 1)/2]. The expected number of self-links is

3N × 2L/[3N(3N − 1)] = 2L/(3N − 1),

which tends to p. A large sample thus contains on average less than one self-link, however large it is. Forbidding them also hardly alters the choice at any step. Each free arm has at most two free partners on its own site, so at most F of the F(F − 1)/2 pairs are excluded, a fraction of at most 2/(F − 1). Since F never falls below 3Nq, this fraction vanishes for large N as long as q > 0. Summed over the L steps, the expected number of altered choices stays finite as N grows, so the fractions Tₙ shift only by an amount of order 1/N.

**(d) Find the variance of n, the values of p at which T₁ and T₂ peak, the point where T₂ = T₃, and the limit of nearly complete condensation.**

The generating function collects all four fractions:

G(x) = T₀ + T₁x + T₂x² + T₃x³ = (q + px)³.

At x = 1 it equals (q + p)³ = 1, so the fractions are normalized. Its derivatives there are

G′(1) = ⟨n⟩ = 3p,
G″(1) = ⟨n(n − 1)⟩ = 6p².

Since ⟨n²⟩ = G″(1) + G′(1),

Var(n) = 6p² + 3p − 9p² = 3p(1 − p) = 3pq.

For the maxima, set the derivative of ln Tₙ with respect to p to zero:

n/p − (3 − n)/(1 − p) = 0, hence n(1 − p) = (3 − n)p, hence p = n/3.

T₁ peaks at p = 1/3 and T₂ at p = 2/3. The ratio T₃/T₂ = p/(3q) equals one when p = 3(1 − p), that is, at p = 3/4. There both fractions are 27/64 ≈ 0.422.

When q is small, T₂ ≈ 3q, T₁ ≈ 3q² and T₀ = q³. At leading order, each remaining silanol sits alone on a T₂ site. At p = 0.98 the full formula gives T₂ = 0.058, against the estimate 3q = 0.060. In the opposite limit of small p, T₁ ≈ 3p, and most links join sites that have no other link.

**(e) Pick a free silanol at random. What is the probability that its site is T₀, T₁ or T₂?**

This is not the site fraction, because a T₀ site offers three silanols and a T₂ site offers one. A Tₙ site has 3 − n free arms, and the mean number of free arms per site is 3q. The share of silanols on Tₙ sites is therefore (3 − n)Tₙ/(3q):

on T₀: 3q³/(3q) = q²
on T₁: 2 × 3pq²/(3q) = 2pq
on T₂: 3p²q/(3q) = p².

The sum is (p + q)² = 1. The result is a binomial distribution with two trials, as it should be: one arm is known to be free, and the other two are independent of it.

**(f) Suppose the four fractions have been measured. How can independence be tested without first knowing p?**

Form the ratios of neighbouring fractions:

T₁/T₀ = 3p/q, T₂/T₁ = p/q, T₃/T₂ = p/(3q).

Dividing each ratio by the next removes p:

T₁²/(T₀T₂) = 3, T₂²/(T₁T₃) = 3.

The converse also holds for positive fractions. Define y = T₁/(3T₀), so T₁ = 3yT₀. The first equality gives T₂ = T₁²/(3T₀) = 3y²T₀. The second gives T₃ = T₂²/(3T₁) = 9y⁴T₀²/(9yT₀) = y³T₀. Normalization requires T₀(1 + y)³ = 1. With p = y/(1 + y) and q = 1/(1 + y), these are the binomial fractions.

Because the three arms are equivalent, binomial fractions imply that the arms of one site are independent of each other. They say nothing about correlations between neighbouring sites.

Within the model, two fractions are enough to find p, since p/q = 3T₃/T₂. The counting result p = (T₁ + 2T₂ + 3T₃)/3 is safer, because it does not need independence.

**(g) Take a partly cured film with p = 0.90 and density 1.3 g/cm³, both chosen for illustration. Find the site fractions and the silanol density.**

With q = 0.10,

T₀ = 0.10³ = 0.001
T₁ = 3 × 0.90 × 0.10² = 0.027
T₂ = 3 × 0.90² × 0.10 = 0.243
T₃ = 0.90³ = 0.729.

The mean is 2.70 links per site and the variance is 3 × 0.90 × 0.10 = 0.27. Although 90% of the arms have reacted, 27% of the sites still carry at least one silanol. Of the silanols, p² = 81% are on T₂ sites, 2pq = 18% on T₁ sites and 1% on T₀ sites.

A simulation that forms 27000 links one by one among 20000 sites, with equal reactivity and self-links forbidden, gives 0.001, 0.026, 0.245 and 0.728 for T₀ to T₃. This agrees with the formula within sampling error.

For the density, a condensed arm contributes half an oxygen atom, 8.00 g/mol, and a free arm one OH group, 17.01 g/mol. Methyl and silicon together contribute 43.12 g/mol. The mean mass per site is

43.12 + 3(0.90 × 8.00 + 0.10 × 17.01) = 69.8 g/mol.

The density of sites is

1.3 g/cm³ × 6.022 × 10²³ mol⁻¹ / (69.8 g/mol) = 1.12 × 10²² cm⁻³ = 11.2 nm⁻³.

Each site has on average 3q = 0.30 silanols, so their density is 0.30 × 11.2 nm⁻³ ≈ 3.4 nm⁻³, or 3.4 × 10²¹ cm⁻³. This number depends on p and the film density, but not on how the silanols are distributed over the sites.

A piece of this film 1 µm² in area and 100 nm thick holds about 1.1 × 10⁹ sites. The arm covariance −pq/(3N − 1) is then about −3 × 10⁻¹¹, so the finite number of sites in the film is irrelevant.

**(h) Now let each link on a site multiply the reactivity of its remaining arms by a factor w. Set up the rate equations, recover the binomial result for w = 1, and find the fractions for w = 1/2 at p = 0.90.**

An arm on a site with n links has relative reactivity wⁿ, and two arms condense at a rate proportional to the product of their reactivities. In a large, well-mixed system, one arm meets the summed reactivity S(t) of all free arms, so it reacts at the rate k wⁿ S(t), with k a constant. The factor kS(t) is common to all arms and is absorbed into a reduced time s, defined by ds = kS dt. A site with n links has 3 − n free arms and is fed from sites with n − 1 links, which have 4 − n free arms:

dTₙ/ds = (4 − n)wⁿ⁻¹Tₙ₋₁ − (3 − n)wⁿTₙ, with T₋₁ = 0.

For w = 1 each arm reacts at unit rate in s, so q = e⁻ˢ and dp/ds = q. Differentiating the binomial form gives

dTₙ/ds = C(3, n)[n pⁿ⁻¹q⁴⁻ⁿ − (3 − n)pⁿq³⁻ⁿ].

Since n C(3, n) = (4 − n)C(3, n − 1), the first term is (4 − n)Tₙ₋₁. The second is −(3 − n)Tₙ. The equation is satisfied.

For w = 1/2 the rates out of T₀, T₁ and T₂ are 3, 2 × 1/2 = 1 and 1/4. Starting from T₀ = 1, the equations are solved in turn:

T₀ = e⁻³ˢ
T₁ = (3/2)(e⁻ˢ − e⁻³ˢ)
T₂ = (16/11)e^(−s/4) − 2e⁻ˢ + (6/11)e⁻³ˢ.

The mean number of free arms is 3T₀ + 2T₁ + T₂ = 3q = 0.30. Inserting the solutions,

(16/11)e^(−s/4) + e⁻ˢ + (6/11)e⁻³ˢ = 0.30.

This gives e^(−s/4) ≈ 0.205, hence e⁻ˢ ≈ 0.0018, and e⁻³ˢ is negligible. The fractions are T₁ ≈ 0.003, T₂ ≈ 0.295 and T₃ ≈ 0.703. A link-by-link simulation of 20000 sites with w = 1/2 gives 0.003, 0.294 and 0.703.

At the same p, the slow last step has collected sites in T₂, while T₁ has dropped to a tenth of its binomial value. The variance falls from 0.27 to 0.22. The ratio T₂²/(T₁T₃) rises from 3 to about 47, while T₃ falls by only about 4% of its binomial value. The rise comes mainly from the small T₁ in the denominator, so a measured ratio is only as reliable as the measured T₁. Inferring p from 3T₃/T₂ would give 0.88 instead of 0.90.

For w = 2, where links help further links, the rate equations at p = 0.90 give T₀ to T₃ = 0.027, 0.056, 0.109 and 0.809. The variance rises to 0.48, the ratio falls to 0.26, and the inferred p is 0.96.

**(i) Let the arms be independent within each region of the film, but let p vary between regions with mean p̄ and variance V. What changes? Compare the effect with that of pairing within a small neighbourhood.**

In a region with given p, ⟨n²⟩ = 3p(1 − p) + 9p² = 3p + 6p². The average of p² over the film is p̄² + V, so

Var(n) = 3p̄ + 6(p̄² + V) − 9p̄² = 3p̄(1 − p̄) + 6V.

Uneven cure broadens the distribution. It can also lower the test ratio:

T₂²/(T₁T₃) = 3 (avg p²q)² / [(avg pq²)(avg p³)] ≤ 3,

where avg denotes the average over regions. The inequality is the Cauchy–Schwarz inequality, because p²q is the square root of pq² × p³. A ratio below 3 can thus come from uneven cure or from w > 1, and does not by itself tell which.

Two cases have p̄ = 0.90. First, let one fifth of the sites belong to fully condensed cages. The rest must have p = (0.90 − 0.20)/0.80 = 0.875. Then V = 0.2 × 0.100² + 0.8 × 0.025² = 0.0025, and the variance is 0.27 + 0.015 = 0.285. T₃ becomes 0.736 and the ratio 2.2. Second, let two equal zones have p = 0.82 and 0.98. Then V = 0.08² = 0.0064, the variance is 0.308, T₃ is 0.746 and the ratio is 1.5.

Real arms reach nearby partners, not the whole film. This matters most at high conversion: with equal reactivity, three-arm sites gel at p = 1/2, and at p = 0.90 nearly all sites belong to one network, so the well-mixed assumption is used far beyond the gel point. As a rough stand-in, take a closed batch of 20 sites with 27 links, again p = 0.90. Part (b) gives

P(3) = (54 × 53 × 52)/(60 × 59 × 58) = 0.725.

Simulation with self-links and double bridges between the same two sites forbidden gives 0.724. Both are close to the binomial 0.729. The test ratio is more sensitive. The same formula gives P(1) = 0.0237 and P(2) = 0.2509, so P(2)²/[P(1)P(3)] is 3.7 instead of 3. Most of this rise comes from fixing the number of links in the batch, which produces the negative covariance of part (c). If many such batches react for the same time until their mean p is 0.90, the number of links varies between them. The kinetics of the batch then gives a ratio of 3.2, or 2.9 with self-links forbidden. Few partners can thus shift the ratio even at equal reactivity, in a direction that depends on the constraints imposed. The batch has no geometry, so it gives neither the size nor the sign of this shift in a real network, where strained angles and blocked arms can also matter.

**Use for real films.** The values p = 0.90 and 1.3 g/cm³ are chosen to illustrate a partly cured methylsilsesquioxane film; precursor, porosity and cure change both. For the trial values used here, link-dependent reactivity shifts T₃ more than uneven cure or a small batch does: at fixed p = 0.90, it moves T₃ from 0.729 to 0.703 for w = 1/2 and to 0.809 for w = 2. Neither these values of w nor the spreads of p in part (i) are measured, so the order may differ in a real film. If hydrolysis is incomplete, 3q counts silanol and alkoxy groups together, and the mass per site changes. If moisture reopens links, p itself falls. The binomial law is thus a reference for equal, uniform reactivity when each arm has many possible partners. A ratio in part (f) that differs from 3 by more than its measuring error shows a departure from this law, but not its cause. Two ratios of 3 do not prove equal, uniform reactivity, however, because the effects of w < 1 and of uneven cure can cancel. The remaining values are in the numerical output.

Values computed for the example and the checks

```
condensed fraction p = 0.90, free fraction q = 0.10
binomial, p = 0.90: T0..T3 = 0.0010 0.0270 0.2430 0.7290
binomial, p = 0.50: T0..T3 = 0.1250 0.3750 0.3750 0.1250
binomial, p = 0.75: T0..T3 = 0.0156 0.1406 0.4219 0.4219
binomial, p = 0.98: T0..T3 = 0.0000 0.0012 0.0576 0.9412
mean links per site = 2.700
variance of links per site = 0.2700
T2 = T3 at p = 0.7500
T1^2/(T0 T2) = 3.0000, T2^2/(T1 T3) = 3.0000
silanol shares on T0, T1, T2 = 0.010 0.180 0.810
simulation, 20000 sites, w = 1: T0..T3 = 0.0011 0.0260 0.2445 0.7283
enumeration, 4 sites and 4 links: 51975 pairings
  sites with 0..3 links: 1/55 12/55 28/55 14/55
  expected self-links = 8/11
film density (input) = 1.3 g/cm3
mean mass per site = 69.82 g/mol
site density = 11.21 nm^-3
silanol density = 3.36 nm^-3 = 3.36e+21 cm^-3
sites in 1 um2 x 100 nm of film = 1.12e+09
arm covariance in that film = -2.7e-11
Neglected effects at the same mean p = 0.90:
w = 0.5: T0..T3 = 0.0000 0.0027 0.2947 0.7027
  variance = 0.2153, T2^2/(T1 T3) = 46.62, p from T3/T2 = 0.877
w = 2.0: T0..T3 = 0.0265 0.0559 0.1086 0.8090
  variance = 0.4811, T2^2/(T1 T3) = 0.26, p from T3/T2 = 0.957
simulation, 20000 sites, w = 0.5: T0..T3 = 0.0000 0.0029 0.2943 0.7028
cage share = 0.20, p outside cages = 0.875
cages: T0..T3 = 0.0016 0.0328 0.2297 0.7359
  variance = 0.2850, T2^2/(T1 T3) = 2.18
two zones: T0..T3 = 0.0029 0.0404 0.2104 0.7463
  variance = 0.3084, T2^2/(T1 T3) = 1.47
20-site batch, exact, unrestricted: T0..T3 = 0.0006 0.0237 0.2509 0.7248
20-site batch, simulated, unrestricted: T0..T3 = 0.0006 0.0238 0.2506 0.7250
20-site batch, no self-links or double bridges: T0..T3 = 0.0005 0.0227 0.2531 0.7237
expected self-links, unrestricted 20-site batch = 0.915
```
